\section*{Hall sheet density of a layer with depth-dependent density and mobility, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the local drift law to the Hall sheet density}

\subsection{The form fixed by symmetry and dimensions}

A conducting layer occupies the depths $0<z<t$ and is uniform and isotropic in the $xy$ plane. A magnetic field $B$ points along $+z$. Let $\mathbf E$ be the in-plane electric field and $\mathbf K$ the sheet current, that is, the current density integrated over depth. Two in-plane vectors can be built linearly from $\mathbf E$ and the direction $\hat{\mathbf z}$: $\mathbf E$ itself and $\mathbf E\times\hat{\mathbf z}=(E_y,-E_x)$. Reflection in a vertical plane reverses both $B$ and the sense of the second vector, so that the second term must be odd in $B$. To first order in $B$,
\begin{equation}
K_x = G E_x + H B E_y , \qquad K_y = G E_y - H B E_x , \label{eq:sym}
\end{equation}
with $G$ and $H$ independent of $B$. In a Hall measurement the current flows along $x$ and $K_y=0$. Then $E_y=(HB/G)E_x$, while $K_x=GE_x$ up to terms of order $B^2$. The sheet Hall coefficient is therefore
\begin{equation}
R_s \equiv \frac{E_y}{K_x B} = \frac{H}{G^2} . \label{eq:Rsym}
\end{equation}

If all depths feel the same $\mathbf E$, their currents add, and $G$ and $H$ are integrals over slices. Let a slice of thickness $dz$ hold $n(z)\,dz$ independent carriers per unit area, each with charge of magnitude $q>0$, and let the mobility $\mu(z)$ be their sole transport property. Since $\mu B$ has no dimension, each power of $B$ brings one power of $\mu$. Dimensions then require
\begin{equation}
dG = q n\mu\,dz , \qquad |dH| = r\, q n\mu^2\,dz . \label{eq:dims}
\end{equation}
The first coefficient is one by the definition of conductivity mobility. The pure number $r$ is the Hall factor. For $r=1$ and carriers of one sign, the Hall sheet density $n_H\equiv 1/(q|R_s|)$ has the form
\begin{equation}
n_H=\frac{\left(\int_0^t n\mu\,dz\right)^2}{\int_0^t n\mu^2\,dz} . \label{eq:main}
\end{equation}
The argument rests on a common field, a weak magnetic field and a unit Hall factor. The drift equations show when these hold and what replaces \eqref{eq:main} when they do not.

\subsection{Currents in one slice}

Let $s=+1$ for holes and $s=-1$ for electrons. In a doped layer with a density gradient there is a built-in electric field, whose drift current is cancelled in equilibrium by diffusion. To include both, let $\Phi$ be the electrochemical potential divided by the signed charge $sq$, and let $\mathbf E=-\nabla\Phi$. This field vanishes in equilibrium, and differences of $\Phi$ are what a voltmeter reads. All relations below are linear in $\mathbf E$, with $n$ the equilibrium density.

In steady state the mean force on a carrier balances friction, $q\mathbf v/\mu=sq(\mathbf E+\mathbf v\times\mathbf B)$. Since $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$,
\begin{align}
v_x &= s\mu E_x+s\mu B v_y , \label{eq:vx}\\
v_y &= s\mu E_y-s\mu B v_x . \label{eq:vy}
\end{align}
Substitution of \eqref{eq:vx} into \eqref{eq:vy}, with $s^2=1$, gives
\begin{equation}
v_y=s\mu E_y-\mu^2B E_x-\mu^2B^2v_y .
\end{equation}
Collecting the terms in $v_y$ yields
\begin{equation}
v_y=\frac{s\mu E_y-\mu^2B E_x}{1+\mu^2B^2} . \label{eq:vysol}
\end{equation}
This result is put back into \eqref{eq:vx}:
\begin{align}
v_x &= \frac{s\mu E_x(1+\mu^2B^2)+\mu^2BE_y-s\mu^3B^2E_x}{1+\mu^2B^2} \nonumber\\
&= \frac{s\mu E_x+\mu^2BE_y}{1+\mu^2B^2} . \label{eq:vxsol}
\end{align}
The current density is $\mathbf J=sqn\mathbf v$, so that
\begin{align}
J_x &= qn\,\frac{\mu E_x+s\mu^2BE_y}{1+\mu^2B^2} , \label{eq:Jx}\\
J_y &= qn\,\frac{\mu E_y-s\mu^2BE_x}{1+\mu^2B^2} . \label{eq:Jy}
\end{align}
The direct terms do not depend on the carrier sign, because charge and velocity change sign together. The cross terms do.

\subsection{Why the slices share one field}

Far from the side edges and the current contacts, nothing varies along $x$ or $y$ except $\Phi$ itself, which may rise linearly. The components of $\mathbf E$ can then depend on $z$ alone. Since $\mathbf E$ is a gradient, its curl vanishes:
\begin{equation}
\frac{\partial E_x}{\partial z}=\frac{\partial E_z}{\partial x}=0 , \qquad
\frac{\partial E_y}{\partial z}=\frac{\partial E_z}{\partial y}=0 . \label{eq:curl}
\end{equation}
Both in-plane components are thus independent of depth. Charge conservation also gives $\partial J_z/\partial z=0$. The top surface passes no current, so $J_z=0$ throughout, and the bottom must block current too. A $pn$ junction can serve as that lower boundary as long as its leakage is negligible.

Define the integrals
\begin{equation}
S_1=\int_0^t\frac{n\mu}{1+\mu^2B^2}\,dz , \qquad
S_2=\int_0^t\frac{n\mu^2}{1+\mu^2B^2}\,dz . \label{eq:S}
\end{equation}
Integration of \eqref{eq:Jx} and \eqref{eq:Jy} over depth, with the common field taken outside, gives
\begin{equation}
K_x=q(S_1E_x+sBS_2E_y) , \quad K_y=q(S_1E_y-sBS_2E_x) . \label{eq:K}
\end{equation}
The condition $K_y=0$ gives $E_y=sBS_2E_x/S_1$. With $s^2=1$,
\begin{equation}
K_x=qE_x\left(S_1+\frac{B^2S_2^2}{S_1}\right)
=qE_x\,\frac{S_1^2+B^2S_2^2}{S_1} . \label{eq:Kx}
\end{equation}
Dividing $E_y$ by $K_xB$ removes $E_x$ and $S_1$:
\begin{equation}
R_s=\frac{s}{q}\,\frac{S_2}{S_1^2+B^2S_2^2} , \qquad
n_H(B)=\frac{S_1^2+B^2S_2^2}{S_2} . \label{eq:finite}
\end{equation}

Let $M_k=\int_0^t n\mu^k\,dz$. As $B\to0$, $S_1\to M_1$ and $S_2\to M_2$, and \eqref{eq:finite} becomes
\begin{equation}
n_H=\frac{M_1^2}{M_2} , \qquad
\mu_H\equiv\frac{|E_y|}{B|E_x|}=\frac{M_2}{M_1} . \label{eq:weak}
\end{equation}
This is \eqref{eq:main}. The measured sheet conductance is $G=qM_1=qn_H\mu_H$, so the Hall density and the Hall mobility together reproduce the conductance even when neither equals a simple average of the layer.

\subsection{Circulating current and the side edges}

The condition $K_y=0$ does not make $J_y$ vanish at each depth. To first order in $B$, inserting $E_y=s\mu_HBE_x$ into \eqref{eq:Jy} gives
\begin{equation}
J_y(z)=s\,qn\mu\,(\mu_H-\mu)\,BE_x . \label{eq:circ}
\end{equation}
Slices with $\mu<\mu_H$ carry current one way and slices with $\mu>\mu_H$ carry it back. The integral of \eqref{eq:circ} is proportional to $\mu_HM_1-M_2$, which is zero. Fast carriers are deflected more strongly than the common Hall field can balance, and slow carriers are pushed back by it. The magnetic drive of a slice is proportional to $n\mu^2$, its conductance only to $n\mu$, and so fast carriers weigh heavily in the result.

The loop must close near the side edges, where current passes between depths and the field is no longer uniform. Let the edges be at $y=0$ and $y=w$, and write $\sigma=qn\mu$. To first order in $B$, $J_y=-\sigma\,\partial_y\Phi-s\sigma\mu BE_x$. The depth integral of $J_y$ does not change with $y$, because no current leaves through top or bottom, and it is zero at an insulating edge. Hence at every $y$
\begin{equation}
-\int_0^t\sigma\,\frac{\partial\Phi}{\partial y}\,dz=sBE_x\int_0^t\sigma\mu\,dz .
\end{equation}
Integrating over $y$ and dividing by $\int\sigma\,dz=qM_1$ gives
\begin{equation}
\frac{\int_0^t\sigma\,[\Phi(0,z)-\Phi(w,z)]\,dz}{\int_0^t\sigma\,dz}
=s\mu_HBE_xw . \label{eq:edge}
\end{equation}
The conductivity-weighted Hall voltage therefore follows the formula for any width. A contact on the top surface reads a slightly different voltage. The disturbance decays away from each edge, so for a wide sample it adds a fixed offset, and the relative error falls as $1/w$.

The decay length need not be the layer thickness if a resistive barrier divides the layer. Take two sheets with conductances $G_a$ and $G_b$, joined by a conductance $g$ per unit area. Apart from the uniform magnetic drive, whose divergence vanishes, current conservation gives $G_a\Phi_a''=g(\Phi_a-\Phi_b)$ and $G_b\Phi_b''=-g(\Phi_a-\Phi_b)$. The difference $u=\Phi_a-\Phi_b$ obeys
\begin{equation}
u''=g\left(\frac1{G_a}+\frac1{G_b}\right)u\equiv\frac{u}{\ell^2} , \label{eq:ell}
\end{equation}
and so decays over the distance $\ell$. A good link makes $\ell$ short. If $\ell$ is comparable with $w$ and the sheets differ in mobility, they do not share one Hall field, and \eqref{eq:main} fails for surface contacts.

\subsection{With a unit Hall factor the Hall density is at most the true density}

The true sheet density is $N=M_0$. For any function of depth let $\langle f\rangle=N^{-1}\int nf\,dz$, an average over carriers. Then $M_1=N\langle\mu\rangle$ and $M_2=N\langle\mu^2\rangle$. Since $\langle\mu^2\rangle=\langle\mu\rangle^2+\mathrm{Var}\,\mu$,
\begin{equation}
n_H=N\,\frac{\langle\mu\rangle^2}{\langle\mu^2\rangle}
=\frac{N}{1+\mathrm{Var}\,\mu/\langle\mu\rangle^2}\le N . \label{eq:var}
\end{equation}
Equality holds when the mobility is the same wherever there are carriers. The density profile by itself causes no error.

A lower bound follows if the mobility lies between known values $a$ and $b$, with $0<a<b$. Averaging $(\mu-a)(b-\mu)\ge0$ gives $\langle\mu^2\rangle\le(a+b)m-ab$, where $m=\langle\mu\rangle$. Hence
\begin{equation}
\frac{n_H}{N}\ge\frac{m^2}{(a+b)m-ab} .
\end{equation}
The derivative of the right side with respect to $m$ vanishes when $2[(a+b)m-ab]=(a+b)m$, or $m=2ab/(a+b)$. There the denominator equals $ab$. The right side grows without limit as $m\to\infty$ and as $m$ falls towards $ab/(a+b)$, so this point is its minimum:
\begin{equation}
\frac{n_H}{N}\ge\frac{4ab}{(a+b)^2} . \label{eq:lower}
\end{equation}
The bound is reached by two groups of carriers, with mobilities $a$ and $b$. If a fraction $f$ has mobility $b$, then $m=a+f(b-a)$ and the minimum lies at $f=a/(a+b)$. It follows that $fb=(1-f)a$: the worst case has equal conductances in the two groups.

As an illustration, let $10^{15}$ carriers per cm$^2$ have mobility 50 cm$^2$/Vs and $10^{13}$ per cm$^2$ have mobility 500 cm$^2$/Vs. Then
\begin{align}
M_1 &= 5.0\times10^{16}+0.5\times10^{16}=5.5\times10^{16}\ \mathrm{(V\,s)^{-1}} , \\
M_2 &= (2.5+2.5)\times10^{18}=5.0\times10^{18}\ \mathrm{cm^2\,(V\,s)^{-2}} , \\
n_H &= \frac{(5.5\times10^{16})^2}{5.0\times10^{18}}=6.05\times10^{14}\ \mathrm{cm^{-2}} .
\end{align}
The true density is $1.01\times10^{15}$ cm$^{-2}$. One percent of the carriers supplies half of $M_2$, and the Hall density is 40 percent below $N$.

\subsection{Finite fields and mixed carrier signs}

For small $\mu B$, \eqref{eq:S} gives $S_1=M_1-B^2M_3$ and $S_2=M_2-B^2M_4$, up to order $B^4$. Expansion of \eqref{eq:finite} then gives
\begin{equation}
n_H(B)=\frac{M_1^2}{M_2}\left[1+B^2\left(\frac{M_4}{M_2}-\frac{2M_3}{M_1}+\frac{M_2^2}{M_1^2}\right)\right] . \label{eq:B2}
\end{equation}
The Cauchy--Schwarz inequality, $M_3^2\le M_2M_4$, shows that the inner bracket is at least $(M_3/M_2-M_2/M_1)^2$. The first correction therefore cannot lower the Hall density.

In the opposite classical limit, $\mu B\gg1$ at every depth that holds carriers, $S_2\to N/B^2$ and $S_1\to B^{-2}\int(n/\mu)\,dz$. The term $S_1^2/S_2$ falls as $B^{-2}$, whereas $B^2S_2\to N$. A strong field thus returns the true density, because the transverse drift no longer depends on scattering. Quantization of the orbits is left out of this limit.

If both signs are present, $s$ stays inside the second integral. At weak field
\begin{equation}
n_H=\frac{\left(\int n\mu\,dz\right)^2}{\left|\int s\,n\mu^2\,dz\right|} , \label{eq:mixed}
\end{equation}
where $n$ counts all carriers. The denominator can nearly cancel, and the bound in \eqref{eq:var} is lost. For $10^{13}$ holes per cm$^2$ at 200 cm$^2$/Vs and as many electrons at 250 cm$^2$/Vs, the numerator is $(4.5\times10^{15})^2$ and the denominator is $2.25\times10^{17}$ in the corresponding units. The result is $9.0\times10^{13}$ cm$^{-2}$, although there are $2\times10^{13}$ carriers per cm$^2$ in all.

\section{Hall factor, layer stripping and dopant activation}

\subsection{Symbols and results carried over}

The layer has carrier density $n(z)$, conductivity mobility $\mu(z)$ and carriers of one sign, $s=\pm1$, with charge magnitude $q$. The moments are $M_k=\int n\mu^k\,dz$, and $N=M_0$ is the true sheet density. For a weak field $B$ normal to the layer, a common in-plane electric field $\mathbf E$ and a unit Hall factor,
\begin{equation}
n_H=\frac{M_1^2}{M_2} , \qquad \mu_H=\frac{M_2}{M_1} , \qquad G=qM_1 , \label{eq:recap}
\end{equation}
where $G$ is the sheet conductance. The ratio $n_H/N$ is $1/(1+\mathrm{Var}\,\mu/\langle\mu\rangle^2)$, with averages taken over carriers.

For a common in-plane field, a weak magnetic field and a unit Hall factor, the Hall sheet density is $M_1^2/M_2$, which for carriers of one sign is at most the true density. It remains to find what replaces this result when the Hall factor is not one, and to apply the moments to an implanted layer and to layer stripping.
